# Absorption Limit of a Mirror-Symmetric Photonic-Crystal Slab with One Resonance

**The system.** A photonic-crystal slab is unchanged by reflection in its midplane $z=0$. The same lossless medium lies on both sides. The period is short enough that only the zeroth diffraction order propagates, so each side has one incoming and one outgoing plane wave. Incidence is normal, and the light has one linear polarization, which the slab does not convert into the other.

The slab has one non-degenerate resonance in the spectral range considered. Its field is either even or odd under $z\to-z$. The material absorbs weakly, and light that crosses the slab without exciting the resonance is taken to suffer no absorption. All materials are linear, passive and reciprocal.

Fields vary as $e^{-i\omega t}$. The incoming amplitudes $a_1,a_2$ and outgoing amplitudes $b_1,b_2$ are measured at planes equally far from the midplane and normalized so that their squared moduli are powers. With no input, the resonance amplitude decays as $e^{-i\omega_0t-\gamma t}$, where $\gamma=\gamma_r+\gamma_a$. Here $\gamma_r$ describes radiation to both sides together and $\gamma_a$ describes absorption. The stored energy decays at the rate $2\gamma$.

## Part (a)

**Question.** A wave of unit power arrives from one side. Express the absorbed fraction $A$ through the absorbed fractions for even and odd two-sided illumination.

**Answer.** Mirror symmetry makes reflection and transmission the same from both sides:

$$b_1=ra_1+ta_2,\qquad b_2=ta_1+ra_2 .$$

For the even input $(1,1)$, both outputs equal $r+t$. For the odd input $(1,-1)$, the outputs are $(r-t)$ and $-(r-t)$. Each parity is therefore returned unmixed, with the coefficient

$$s_e=r+t,\qquad s_o=r-t .$$

Inverting these relations gives $r=(s_e+s_o)/2$ and $t=(s_e-s_o)/2$. Then

$$|r|^2+|t|^2=\tfrac14\left(|s_e+s_o|^2+|s_e-s_o|^2\right)=\tfrac12\left(|s_e|^2+|s_o|^2\right),$$

because the cross terms $\pm2\,\mathrm{Re}(s_e^*s_o)$ cancel. With $A_e=1-|s_e|^2$ and $A_o=1-|s_o|^2$,

$$A=1-|r|^2-|t|^2=\tfrac12(A_e+A_o). \tag{1}$$

The one-sided input is $(1,0)=\tfrac12(1,1)+\tfrac12(1,-1)$, so half of its power is even and half is odd. Equation (1) says that the two halves are absorbed independently.

## Part (b)

**Question.** Find the upper bound on $A$ without assuming a line shape. Which assumption would have to fail for $A$ to exceed it?

**Answer.** Let the resonance be even; for an odd resonance the labels are exchanged. An odd input cannot excite it, and the direct path does not absorb, so $A_o=0$. Since $|s_e|^2\ge0$, $A_e\le1$. Equation (1) gives

$$A=\tfrac12A_e\le\tfrac12 . \tag{2}$$

Equality requires $s_e=0$. The odd half of the incident power never reaches the absorbing mode, whatever the strength of the absorber.

The bound relies on $A_o=0$. Absorption on the direct path adds $A_o/2$. A second absorbing resonance of opposite parity at the same frequency can make $A_o$ large as well, and (1) then allows values up to 1. Loss of mirror symmetry removes (1) itself and is treated in part (e).

## Part (c)

**Question.** Derive $A(\omega)$ near the resonance in terms of $\omega_0$, $\gamma_r$ and $\gamma_a$.

**Answer.** First remove the absorption. The even channel then returns all its power, so $|s_e|=1$ for real $\omega$. Continued to complex frequency, this condition reads

$$s_e(\omega)\,[s_e(\omega^*)]^*=1 .$$

The decaying mode is a field with output but no input, so $s_e$ has a pole at $\omega_0-i\gamma_r$. The product can remain equal to 1 only if $s_e$ has a zero at the conjugate point $\omega_0+i\gamma_r$. After this pole and zero are divided out, the remaining factor has unit modulus on the real axis. It is a phase factor $e^{i\varphi}$, taken as constant over the linewidth:

$$s_e=e^{i\varphi}\,\frac{\omega-\omega_0-i\gamma_r}{\omega-\omega_0+i\gamma_r}
=e^{i\varphi}\left[1-\frac{2i\gamma_r}{\omega-\omega_0+i\gamma_r}\right].$$

The first term in the bracket is the direct path, and the second is light re-radiated by the mode. Weak absorption adds $\gamma_a$ to the decay rate in the denominator. The numerator $2i\gamma_r$ describes coupling into and out of the mode. It depends on the mode's field pattern, which is unchanged to leading order in the loss. Therefore

$$s_e=e^{i\varphi}\left[1-\frac{2i\gamma_r}{\omega-\omega_0+i(\gamma_r+\gamma_a)}\right]
=e^{i\varphi}\,\frac{\omega-\omega_0-i(\gamma_r-\gamma_a)}{\omega-\omega_0+i(\gamma_r+\gamma_a)} . \tag{3}$$

The absorbed fraction of the even channel is

$$A_e=1-|s_e|^2=\frac{(\gamma_r+\gamma_a)^2-(\gamma_r-\gamma_a)^2}{(\omega-\omega_0)^2+(\gamma_r+\gamma_a)^2}
=\frac{4\gamma_r\gamma_a}{(\omega-\omega_0)^2+(\gamma_r+\gamma_a)^2},$$

and half of it is the one-sided absorption:

$$A(\omega)=\frac{2\gamma_r\gamma_a}{(\omega-\omega_0)^2+(\gamma_r+\gamma_a)^2}. \tag{4}$$

The phases of the direct path have dropped out. They shape the reflection and transmission spectra, but within this model the absorption line is a Lorentzian.

## Part (d)

**Question.** When is the bound reached? Discuss the limits of weak and strong absorption, and state where the remaining power goes at the maximum.

**Answer.** For given rates, (4) is largest at $\omega=\omega_0$. There

$$\frac12-A(\omega_0)=\frac{(\gamma_r+\gamma_a)^2-4\gamma_r\gamma_a}{2(\gamma_r+\gamma_a)^2}
=\frac{(\gamma_r-\gamma_a)^2}{2(\gamma_r+\gamma_a)^2}\ge0 . \tag{5}$$

The difference vanishes if and only if $\gamma_r=\gamma_a$. The maximum absorption is 50 percent, reached on resonance at equal rates.

For $\gamma_a\ll\gamma_r$, $A(\omega_0)\approx2\gamma_a/\gamma_r$: the mode radiates its energy before much is absorbed. For $\gamma_a\gg\gamma_r$, $A(\omega_0)\approx2\gamma_r/\gamma_a$: the damping keeps the mode amplitude small. In this second regime a more strongly absorbing material absorbs less light on resonance, if the geometry is held fixed and absorption on the direct path stays negligible. In a very strong absorber the direct path itself takes up light, and the decrease need not continue.

At equal rates (3) gives $s_e(\omega_0)=0$: the re-radiated even wave cancels the direct even wave. What remains is $r=s_o/2$ and $t=-s_o/2$ with $|s_o|=1$. One quarter of the incident power is reflected and one quarter is transmitted. If two equal coherent beams arrive from both sides in phase, the input is purely even and is fully absorbed. In antiphase, none is absorbed.

## Part (e)

**Question.** Now drop the mirror symmetry, so that $\gamma_r=\gamma_1+\gamma_2$ with different rates to the two sides. Find the absorption on resonance for illumination from side 1. Is 50 percent still a bound?

**Answer.** Normalize the mode amplitude $u$ so that $|u|^2$ is the stored energy. With $\mathbf a$ and $\mathbf b$ the columns of incoming and outgoing amplitudes,

$$\dot u=-(i\omega_0+\gamma)u+\boldsymbol\kappa^{T}\mathbf a,\qquad \mathbf b=C\mathbf a+\mathbf d\,u .$$

The matrix $C$ of the direct path is unitary because that path is lossless, and symmetric because the materials are reciprocal. The power radiated to side $j$ is $|d_j|^2|u|^2=2\gamma_j|u|^2$, so $|d_j|^2=2\gamma_j$.

The input coupling $\boldsymbol\kappa$ follows from the case without absorption. Energy conservation, $d|u|^2/dt=|\mathbf a|^2-|\mathbf b|^2$, reads

$$-2\gamma_r|u|^2+2\,\mathrm{Re}(u^*\boldsymbol\kappa^T\mathbf a)
=-|\mathbf d|^2|u|^2-2\,\mathrm{Re}(u^*\mathbf d^\dagger C\mathbf a).$$

The first terms on each side agree. The others must agree for every $\mathbf a$ and $u$, hence $\boldsymbol\kappa^T=-\mathbf d^\dagger C$. Transposing and using $C^T=C$ gives $\boldsymbol\kappa=-C\mathbf d^*$.

Next, reverse free decay in time. With a suitable choice of the constant phase of $u$, the amplitude becomes $u'=u^*$, the former output becomes the input $\mathbf d^*u'$, and there is no output. The second model equation then requires $C\mathbf d^*+\mathbf d=0$. Together the two results give $\boldsymbol\kappa=\mathbf d$, so $|\kappa_1|^2=2\gamma_1$.

With absorption restored and unit input from side 1 at $\omega=\omega_0$, the steady amplitude is $u=\kappa_1/\gamma$. The absorbed power is $2\gamma_a|u|^2$:

$$A_1=\frac{4\gamma_1\gamma_a}{(\gamma_r+\gamma_a)^2},\qquad
A_1+A_2=\frac{4\gamma_r\gamma_a}{(\gamma_r+\gamma_a)^2}\le1 . \tag{6}$$

The symmetric case $\gamma_1=\gamma_r/2$ returns (4) on resonance. For one resonance and a lossless direct path, the sum for the two sides is bounded by 1, however $\gamma_r$ is divided between them. At $\gamma_a=\gamma_r$ one side reaches $A_1=\gamma_1/\gamma_r$, which exceeds one half when the mode radiates mainly to that side. The division is not free, however. The first row of $C\mathbf d^*+\mathbf d=0$ gives $|C_{12}||d_2|\ge(1-|C_{11}|)|d_1|$, and with $|C_{12}|^2=1-|C_{11}|^2$ this yields $\gamma_1/\gamma_r\le(1+|C_{11}|)/2$. Absorption above one half therefore needs a reflecting direct path. A lossless back mirror gives $\gamma_2=0$ and permits $A_1=1$.

## Part (f)

**Question.** A free-standing silicon membrane 100 nm thick is to absorb light near 850 nm. Take a refractive index of 3.65 and an absorption coefficient of 500 cm⁻¹. The grating period is 432 nm. Each period contains two fully etched air slots, half a period apart, with widths 75.6 and 44.4 nm; the electric field lies along the slots. Solving Maxwell's equations with 15 Fourier orders (and the unrounded width difference of 31.13 nm) for the complex resonance frequency without and with absorption gives $\gamma_r=\gamma_a=1.840$ ps⁻¹ at a resonance wavelength of 850.9 nm.

Find the quality factors, the linewidth and the peak absorption. Then predict the peak when (i) the difference of slot widths is halved at fixed mean width, which gives $\gamma_r=0.460$ ps⁻¹, and (ii) the absorption coefficient is quadrupled in the original geometry, which gives $\gamma_a=7.359$ ps⁻¹. Compare with the full solution of Maxwell's equations and judge the neglected effects.

**Answer.** The angular frequency is $\omega_0=2\pi c/\lambda_0\approx2214$ ps⁻¹. Each process alone has

$$Q_r=Q_a=\frac{\omega_0}{2\gamma_r}=\frac{2214}{2\times1.840}\approx602 .$$

Since the rates add, the total quality factor is 301. The full width at half maximum is $850.9/301\approx2.83$ nm.

Equation (4) predicts a 50 percent peak. A single pass through an unpatterned layer of this thickness absorbs about $500\ \mathrm{cm^{-1}}\times10^{-5}\ \mathrm{cm}=0.5$ percent, with surface reflections ignored. The resonance raises this about a hundredfold within its narrow line.

For the two changes,

$$A_{(i)}=\frac{2(0.460)(1.840)}{(2.300)^2}=0.320,\qquad
A_{(ii)}=\frac{2(1.840)(7.359)}{(9.199)^2}=0.320 .$$

The rates are mismatched by a factor of four in both cases, and (4) is symmetric in the two rates.

| Case | Formula (%) | Maxwell (%) |
|---|---:|---:|
| Equal rates | 50.0 | 50.2 |
| Half the width difference | 32.0 | 32.3 |
| Four times the absorption coefficient | 32.0 | 33.1 |

Case (ii) shows the strong-damping regime: the better absorber takes up less of the light.

The Maxwell value of 50.2 percent lies slightly above the bound, and (1) accounts for it. At the peak, in-phase beams are absorbed to 100.00 percent and antiphase beams to 0.46 percent. Half their sum is 50.23 percent, the value found for one-sided light. The excess comes from the small absorption in the odd channel, which the model sets to zero.

The width difference $\delta$ controls $\gamma_r$ for a reason of symmetry. With equal slots the true period is half of 432 nm. The mode, built mainly from the first Fourier orders of the 432 nm period, changes sign under a shift by half that period, whereas a normally incident wave does not. The coupling therefore vanishes. Replacing $\delta$ by $-\delta$ is the same as making that shift, so the coupling amplitude is odd in $\delta$, and $\gamma_r\propto\delta^2$ to leading order. Halving $\delta$ divides $\gamma_r$ by four, as the data show.

**Comparison with a real detector layer.** The index and absorption coefficient are rough typical values for silicon near 850 nm. The values above hold the index constant over the spectrum. A rough index slope of $-7\times10^{-4}$ per nm lowers both rates to about 1.6 ps⁻¹, which narrows the line by about 13 percent and leaves the peak at 50.2 percent. The values above use 15 Fourier orders and are not converged in their last digits. Going to 23 orders moves the resonance by about 0.4 nm and leaves the peak unchanged. In the converged limit, for slot widths of 75.6 and 44.4 nm, the resonance lies at 851.4 nm with $\gamma_r=1.834$ and $\gamma_a=1.840$ ps⁻¹, case (i) has $\gamma_r=0.457$ ps⁻¹, and the three Maxwell peaks are 50.2, 32.1 and 33.0 percent. The shift of 0.5 nm is not negligible on so narrow a line: the converged absorption at 850.9 nm is about 44 percent.

Because the line is narrow, temperature matters at a fixed wavelength. With a rough index change of $3\times10^{-4}$ per kelvin, heating by 30 K moves the line by 1.9 nm, or by 1.6 nm when the index slope is included. At a fixed laser wavelength the absorption falls to about 18 percent in either case, and to about 26 percent if the coefficient is $2.2\times10^{-4}$ per kelvin instead; the change of the absorption coefficient with temperature is left out. A width difference 3 nm too large leaves a peak of 49.8 percent, if the wavelength is retuned to the new maximum. The position of the line is far less tolerant. Widening both slots by 1 nm moves it by about $-4$ nm, and 1 nm of extra thickness moves it by about $+2$ nm. The peak height stays at 50.2 percent, but at a fixed wavelength the absorption drops to about 5 and 15 percent. A focused beam of 10 µm radius, with its angular spread taken only across the slots, is absorbed to 49.9 percent.

An oxide substrate of index 1.45 breaks the mirror symmetry and moves the resonance to about 867 nm. The peaks become 50.6 percent from the air side and 48.3 percent from the oxide side. Their sum of 98.9 percent compares with 98.5 percent from (6). This substrate therefore makes the two sides only slightly unequal; a large gain needs a much more one-sided radiator, such as a slab with a back mirror.

Surface roughness scatters light out of the mode. If it adds a decay rate $\gamma_s$, the argument of part (e) gives a silicon absorption of $2\gamma_r\gamma_a/(\gamma_r+\gamma_a+\gamma_s)^2$. A scattering rate one tenth of $\gamma_r+\gamma_a$ would lower 50 percent to $50/1.1^2\approx41$ percent. The actual scattering rate, the finite grating area and the response to the other polarization were not computed. Further values are in the numerical output below.

## Calculated quantities

```
thickness 100 nm, mean slot width 60 nm
silicon index 3.65, absorption coefficient 500 1/cm
grating period 432 nm
single-pass absorption 0.50 %
slot width difference for equal rates 31.13 nm
slot widths 75.57 and 44.43 nm
resonance wavelength 850.93 nm
radiative rate 1.840 1/ps, absorptive rate 1.840 1/ps
radiative Q 602, absorptive Q 602, total Q 301
full linewidth 2.83 nm
Maxwell peak absorption 50.23 % at 850.93 nm
Joule heat at the peak 50.23 %
reflected 24.89 %, transmitted 24.89 %
two beams in phase: absorbed 100.00 %
two beams in antiphase: absorbed 0.46 %
detuning -3.680 1/ps: Maxwell 25.20 %, formula 25.00 %
detuning +3.680 1/ps: Maxwell 25.37 %, formula 25.00 %
width difference nm | rad, abs rate 1/ps | Maxwell, formula %
15.57 | 0.460, 1.840 | 32.26, 31.99
23.35 | 1.035, 1.840 | 46.31, 46.08
31.13 | 1.840, 1.840 | 50.23, 50.00
42.03 | 3.357, 1.840 | 45.98, 45.74
56.04 | 5.988, 1.839 | 36.21, 35.95
width difference of largest Maxwell peak 31.13 nm, peak 50.23 %
absorption coefficient 1/cm | abs rate 1/ps | Maxwell, formula %
125 | 0.460 | 32.07, 32.00
250 | 0.920 | 44.56, 44.44
1000 | 3.680 | 44.92, 44.44
2000 | 7.359 | 33.06, 32.00
Neglected effects:
absorption 30 nm below resonance 0.51 %
larger basis: resonance 851.30 nm, peak 50.23 %
oxide substrate, index 1.45: resonance 866.96 nm
  radiative 2.191 1/ps, absorptive 1.706 1/ps
  peak from air 50.61 %, from oxide 48.27 %
  sum 98.88 %, formula for sum 98.45 %
index slope -7.0e-04 1/nm: radiative 1.605 1/ps, absorptive 1.605 1/ps, peak 50.23 %
heating 30 K at 3e-04 1/K: shift 1.88 nm, fixed-wavelength absorption 18.35 %
width difference 3 nm too large: peak 49.81 %
beam radius 10 um, half-angle 1.55 deg: absorption 49.94 %
```
